Harmonic–Morse vibrational overlaps on a grid, with a discretized continuum

**1. What dimensions fix**

When a trap captures a carrier, the potential of a local vibration changes at fixed nuclear positions. Let x be the coordinate of that vibration, m its mass and K = ħ²/(2m). Before capture the potential is harmonic with quantum ħω; afterwards it is a Morse well:

V_i(x) = mω²x²/2,  V_f(x) = D[1 − e^(−a(x−d))]².

Energies E of the final state are counted from the minimum of V_f. The data are K (energy × length²), ħω and D (energies), 1/a and d (lengths). Five quantities in two units leave three independent groups:

λ = √(D/K)/a,  aσ,  ad,  with σ² = ħ/(2mω) = K/(ħω).

Here σ is the rms width of the initial ground-state density. The weight of a bound final state is a pure number, so it depends on these groups and the quantum number. The weight in the continuum is a density in energy, so it has the form (1/D)g(E/D; λ, aσ, ad). A computation in a finite box returns pure numbers for continuum levels too. They must therefore be multiplied by a number of levels per unit energy before they can represent the continuum.

**2. The sum rule and its physical meaning**

Let φ_n be a normalized initial state, χ_v the normalized bound Morse states, and χ_E the continuum states with ⟨χ_E|χ_E′⟩ = δ(E−E′). These eigenfunctions are complete. Inserting the resolution of the identity into ⟨φ_n|φ_n⟩ = 1 gives

Σ_v |⟨χ_v|φ_n⟩|² + ∫_D^∞ f_n(E) dE = 1,  f_n(E) = |⟨χ_E|φ_n⟩|².

We assume one dimension, no mixing of modes, and an electronic matrix element M independent of x (the Condon approximation). At an available energy E above D, the golden-rule rate is then (2π/ħ)|M|²f_n(E). The integral of f_n is the continuum share summed over all energies. It is not the probability that a capture event at one energy releases the atom.

**3. The grid Hamiltonian**

Put hard walls at x_L and b, with L = b − x_L, and choose N intervals of length h = L/N. The interior points are x_j = x_L + jh. The box functions √(2/L) sin(nπ(x−x_L)/L) have kinetic energy Kn²π²/L². Multiplying their grid values by √h gives

S_jn = √(2/N) sin(njπ/N),  n, j = 1…N−1.

To show that S is orthogonal and to transform the kinetic energy, use

G(θ) = Σ_(n=1)^(N−1) cos nθ = −½ + ½ sin Nθ cot(θ/2) − ½ cos Nθ.

At θ = pπ/N, with p not a multiple of 2N, G = −½ − ½(−1)^p, while G(0) = N−1. Since i−j and i+j have equal parity, the product formula for sines gives (SSᵀ)_ij = (1/N)[G((i−j)π/N) − G((i+j)π/N)] = δ_ij.

The kinetic matrix is

T_ij = (Kπ²/(NL²)) [F(i−j) − F(i+j)],  F(p) = Σ n² cos(npπ/N).

Now F = −G″. At the required angles sin Nθ = 0, so only the cross term survives when the product sin Nθ cot(θ/2) is differentiated twice:

F(p) = (−1)^p [N/(2 sin²(pπ/2N)) − N²/2],
F(0) = N(N−1)(2N−1)/6.

For i ≠ j the N²/2 terms cancel. Collecting terms on the diagonal gives N³/3 + N/6 − N/(2 sin²(iπ/N)). Thus

T_ij = (Kπ²/(2L²)) (−1)^(i−j) [1/sin²((i−j)π/2N) − 1/sin²((i+j)π/2N)],
T_ii = (Kπ²/(2L²)) [(2N²+1)/3 − 1/sin²(iπ/N)].

The discrete-variable approximation adds V_f(x_j) to the diagonal. Diagonalization gives energies E_k and orthonormal columns U_jk, and the overlaps are

c_k = Σ_j U_jk √h φ_n(x_j).

**4. What the discrete sum rule tests**

Because U is orthogonal,

Σ_k c_k² = h Σ_j φ_n(x_j)².

The Hamiltonian has dropped out. Any real symmetric matrix gives the same total, so this sum tests the sampling of φ_n and the size of the box, but not the final-state physics.

For n = 0 the sampling error follows from Poisson summation, provided that φ_0² is negligible outside the walls:

h Σ_j φ_0²(x_L+jh) = Σ_q e^(2πiq x_L/h) exp[−½σ²(2πq/h)²],

where q runs over all integers. The q = 0 term is 1, and the pair q = ±1 gives the leading error

2 cos(2πx_L/h) exp(−2π²σ²/h²).

With x_L = −0.08 nm, σ = 0.009143 nm and a deliberately coarse h = 2.08/114 nm ≈ 0.01825 nm, the computed norm is 0.98947, as the formula predicts. With h = 0.0025 nm the exponent is about −264, and sampling error lies far below rounding.

A second test uses this fine grid but halves the kinetic energy. The sum remains 1 to rounding, while the mean final energy falls from 0.98498 to 0.95373 eV. The loss is half the initial kinetic energy, ½(ħω/4) = 0.03125 eV. Energies and individual overlaps therefore need tests of their own.

**5. Bound overlaps from the Morse equation**

Set z = 2λe^(−a(x−d)), so d/dx = −aϑ with ϑ = z d/dz. Dividing the Schrödinger equation by Ka² = D/λ² gives

ϑ²χ = (s² − λz + z²/4)χ,  s² = (D−E)/(Ka²).

For a bound state write χ = z^s e^(−z/2)Q. Moving ϑ through the prefactor replaces it by ϑ + s − z/2, whose square is

ϑ² + (2s−z)ϑ + s² − sz + z²/4 − z/2.

The s² and z²/4 terms cancel against the right-hand side. Division by z leaves

zQ″ + (2s+1−z)Q′ + (λ−s−½)Q = 0.

This is the Laguerre equation. Decay at both ends requires λ−s−½ = v = 0, 1, … with s > 0. Hence

E_v = D − Ka²(λ−v−½)²,
χ_v = N_v z^s e^(−z/2) L_v^(2s)(z).

For the norm, |dx| = dz/(az). With α = 2s, use L_v^(α) = Σ_(j≤v) L_j^(α−1). The terms are orthogonal with weight z^(α−1)e^(−z) and have norms Γ(j+α)/j!. Their sum is Γ(v+α+1)/(αv!), because the difference of this expression between v and v−1 is Γ(v+α)/v!. Since v+2s+1 = 2λ−v,

N_v² = 2as v!/Γ(2λ−v).

These functions supply bound overlaps by direct quadrature, independently of the matrix.

**6. Continuum normalization**

Above D put E − D = Kk², κ = k/a and s = iκ. The substitution χ = z^(−1/2)w gives ϑ²χ = z^(−1/2)(z²w″ + w/4), and therefore

w″ = [1/4 − λ/z + (s²−1/4)/z²]w.

This is Whittaker's equation. The solution that decays inside the repulsive wall, where z → ∞, gives χ_E = A z^(−1/2)W_(λ,iκ)(z).

Its behaviour at large x, where z → 0, fixes A. For positive μ and ½+μ−λ > 0, the integral representation is

W_(λ,μ) = [e^(−z/2)z^(μ+½)/Γ(½+μ−λ)] ∫₀^∞ e^(−zt) t^(μ−λ−½)(1+t)^(μ+λ−½) dt.

At small z large t dominates. The integrand tends to e^(−zt)t^(2μ−1), and the leading term is [Γ(2μ)/Γ(½+μ−λ)]z^(½−μ). W is even in μ, so the companion term follows from μ → −μ. Analytic continuation to μ = iκ makes the two terms complex conjugates:

z^(−1/2)W → 2|Γ(2iκ)/Γ(½−λ+iκ)| cos Θ(x),
Θ(x) = k(x−d) − κ ln 2λ − arg[Γ(−2iκ)/Γ(½−λ−iκ)].

A wave B cos Θ on a half-line has norm B²(π/2)δ(k−k′) = B²(π/2)(2Kk)δ(E−E′). Energy normalization thus requires B² = 1/(πKk). The reflection formula gives |Γ(2iκ)|² = π/(2κ sinh 2πκ). With κ/k = 1/a,

A² = sinh(2πκ)|Γ(½−λ+iκ)|²/(2π²Ka).

**7. From box weights to a density**

Suppose V_f is flat near b and χ_E is negligible at the left wall. The outer wall selects energies with χ_E(b) = 0, so Θ(b) = (n+½)π for integer n. The level density is ρ = dn/dE = (dΘ/dk)/(2πKk). Differentiating the gamma functions, with ψ = Γ′/Γ, gives

ρ = (1/(2πKk)) {b − d + [2Re ψ(2iκ) − Re ψ(½−λ+iκ) − ln 2λ]/a}.

It remains to normalize χ_E within the box. Differentiate the Schrödinger equation with respect to E, multiply by χ_E, and subtract ∂_Eχ_E times the original equation:

χ_E² = −K d/dx [χ_E ∂_Eχ_E′ − χ_E′ ∂_Eχ_E].

Integrate up to b, where χ_E = 0. There χ_E′ = −Bk sin Θ and ∂_Eχ_E = −B sin Θ ∂_EΘ, with sin²Θ = 1. Hence

∫^b χ_E² dx = KB²k ∂_EΘ = ∂_EΘ/π = ρ.

The normalized box state is χ_E/√ρ up to sign, and

f_n(E_k) = ρ(E_k)c_k².

Individual weights shrink as the box grows, while their product with ρ converges to a function of energy.

**8. Moments and limiting cases**

Since Tφ_n = (E_n − V_i)φ_n, with E_n = ħω(n+½),

H_fφ_n = (E_n + V_f − V_i)φ_n.

The first two moments are therefore

Σ_k c_k²E_k = ⟨E_n + V_f − V_i⟩,
Σ_k c_k²E_k² = ⟨(E_n + V_f − V_i)²⟩.

For n = 0, ⟨V_i⟩ = ħω/4 and the Gaussian average of e^(−px) is e^(p²σ²/2), so the mean energy is

M1 = ħω/4 + D[1 − 2e^(ad+a²σ²/2) + e^(2ad+2a²σ²)].

In the harmonic limit, a → 0 at fixed Da², V_f tends to Da²(x−d)² and the continuum recedes to infinity. If the two frequencies are also equal, the final lowering operator is β = (x−d)/(2σ) + σ d/dx. It obeys βφ_0 = −(d/2σ)φ_0. The final states are χ_v = (β†)ᵛχ_0/√(v!), so moving the operators onto φ_0 gives c_v = ⟨χ_0|βᵛφ_0⟩/√(v!) = (−d/2σ)ᵛc_0/√(v!). The sum rule Σ_v |c_v|² = 1 then fixes |c_0|² = e^(−S), and

|c_v|² = e^(−S)S^v/v!,  S = d²/(4σ²).

In the opposite picture, that of a steep repulsive wall, one neglects kinetic energy and assigns each x the energy V_f(x). The continuum is then reached on the inner side, where x < d − (ln 2)/a. This is a rough estimate for cases where the wall dominates the energy spread and the boundary does not lie far out in the tail of φ_0². In the far tail its relative error can be large.

**9. Worked example**

Take m = 1 u, ħω = 0.25 eV, D = 1.2 eV, a = 15 nm⁻¹ and d = 0.04 nm. Then K = 2.09008×10⁻⁵ eV nm², aσ = 0.137, ad = 0.6 and λ = 15.974. Since λ − ½ = 15.47, there are 16 bound states. The grid runs from −0.08 to 2 nm with 831 points.

The mean energy is

M1 = 0.0625 + 1.2(1 − 2×1.83934 + 3.44740) = 0.985 eV.

The rms spread is 0.535 eV. The slope of V_f at x = 0 is 2Da(1−e^(ad))e^(ad) ≈ −53.9 eV/nm. Multiplied by σ, its magnitude gives 0.49 eV, so the wall's slope accounts for most of the spread.

The largest single bound weight is 0.0861 at v = 4, at 0.581 eV. Per unit energy the maximum lies elsewhere because Morse levels crowd together towards D. Dividing by half the distance between neighbouring levels gives 0.80 eV⁻¹ at v = 4 and 0.86 eV⁻¹ at v = 6. The latter level, at 0.778 eV, is close to the vertical energy V_f(0) = 0.811 eV.

The bound weight is 0.71303 and the continuum weight is 0.28697. The steep-wall estimate puts the boundary at x = −0.0062 nm, or −0.68σ, and gives 0.25. Integrating the density over energy puts 0.135 of the weight between 1.2 and 1.5 eV, 0.104 between 1.5 and 2 eV, 0.043 between 2 and 3 eV, and 0.004 above 3 eV. Sums over the levels of the 2 nm box differ from these values by up to 0.002, because a level near the edge of an interval is counted whole.

Near 1.5 eV the conversion from box weight to density reads

b = 2 nm: 0.00278662 × 121.2028 eV⁻¹ = 0.33775 eV⁻¹,
b = 1 nm: 0.00585414 × 57.4457 eV⁻¹ = 0.33630 eV⁻¹.

The weights differ by a factor of 2.1, the densities by 0.4%. The sampled energies differ slightly, 1.4998 and 1.5020 eV, and each density agrees with the Whittaker result at its own energy. For the levels nearest 1.3, 1.5 and 2.0 eV in both boxes, the largest relative disagreement is 5×10⁻⁷.

The bound energies agree with the Morse formula within 1.3×10⁻¹² eV, and the squared bound overlaps with quadrature within 3.2×10⁻¹¹. Laguerre overlaps plus the energy integral of the Whittaker density give a total that differs from 1 by −5.5×10⁻⁹. Unlike the matrix sum, this total would reveal a wrong normalization or a missing part of the spectrum. It would not reveal a wrong value of D used consistently throughout, because the states of that other well are complete too. These are numerical errors within the model; its physical uncertainty is much larger.

**10. Hydrogen at a charge trap**

The parameters represent, roughly, hydrogen bonded to silicon at a trap in a silicon-nitride charge-trap layer. A quantum near 0.25 eV is typical of Si–H stretching. The weakened depth of 1.2 eV, its range and the 0.04 nm displacement are model choices; that displacement is large, roughly a quarter of a normal Si–H bond length. Real initial bonds are anharmonic. Replacing the initial well by a Morse well of depth 3.5 eV, with the same harmonic quantum and minimum, lowers the continuum weight from 0.287 to 0.227. The assumed displacement matters far more: with the harmonic initial state, d = 0.03 nm gives 0.037 and d = 0.05 nm gives 0.707. The value 0.287 therefore illustrates the method and does not predict the behaviour of a real trap. Thermal occupation matters little: at 400 K the weight is 0.2872, although the n = 1 state alone gives 0.555.

A solid also lacks free space for the departing atom. A hard wall 0.3 nm beyond d leaves 0.292 of the weight above D but widens the level spacing near 1.5 eV from 0.0083 to 0.0645 eV. V_f is not yet flat at that wall, so the formula for ρ is only approximate there: it is about 1% too low near 1.5 eV and 4 to 5% too low near 1.3 eV. The total share survives in this case; the smooth continuum does not. Other lattice modes broaden the energies. One effective mode of 0.05 eV with an assumed Huang–Rhys factor of 10 gives an rms width of 0.20 eV at 400 K, wider than the cage spacing.

A field of 5 MV/cm pulling outward on one full elementary charge lowers the barrier top from 1.2 to 1.024 eV. First-order level shifts place v = 11 to 14 above it, with total weight 0.071. The state v = 15 is missing from this set for a revealing reason. To fall below the top it must shift by more than 0.175 eV, which at 0.5 eV/nm means a mean stretch above 0.35 nm. The barrier top lies at a stretch of only 0.28 nm, so first-order theory has failed for this state. It is already unreliable for v = 13 and 14, where the field couples neighbouring levels about as strongly as their spacing or more; two thirds of the v = 14 density lies beyond the barrier position. Counting it as open adds 0.003. Adding these zero-field weights to the continuum share gives 0.36. That is an underestimate, because the field also mixes the levels. Diagonalizing the tilted well for the same initial state, with the potential held constant beyond the barrier top, puts about 0.42 of the weight above that top. This well keeps twelve levels below the top, one more than first order predicts; the last lies less than 0.001 eV below it and carries 0.009 of the weight. If the same field also acts on the initial state, it shifts that state by 0.0003 nm and the share falls to 0.40. Both figures assume that the charge is that large and that no cage intervenes. The numerical output lists all the bound levels and their zero-field weights.

Numbers as computed

```
mass 1.0 u; initial quantum 0.25 eV; rms width 0.009143 nm
Morse depth 1.20 eV; a 15.0 1/nm; minimum shift 0.040 nm
hbar^2/2m 2.09008e-05 eV nm^2; lambda 15.9742; bound states 16
final harmonic quantum 0.1502 eV; V_f at x=0 0.8111 eV
grid from -0.08 to 2.00 nm; step 0.0025 nm; points 831
grid kinetic cutoff 33.01 eV
v, level (eV), squared overlap with phi_0:
   0  0.073946  1.203732e-02
   1  0.214783  3.612495e-02
   2  0.346215  6.153311e-02
   3  0.468242  7.912010e-02
   4  0.580863  8.610249e-02
   5  0.684079  8.422916e-02
   6  0.777889  7.675699e-02
   7  0.862294  6.661785e-02
   8  0.937294  5.581704e-02
   9  1.002889  4.548125e-02
  10  1.059078  3.611009e-02
  11  1.105861  2.782112e-02
  12  1.143240  2.052607e-02
  13  1.171213  1.403914e-02
  14  1.189780  8.135787e-03
  15  1.198943  2.580544e-03
largest bound level error 1.3e-12 eV; overlap^2 error 3.2e-11
grid: bound weight 0.7130330; continuum weight 0.2869670
grid: total minus one 2.2e-16
analytic: bound 0.7130330; continuum 0.2869670
analytic: total minus one -5.5e-09
continuum weight 1.2 to 1.5 eV: 0.136744
continuum weight 1.5 to 2.0 eV: 0.102204
continuum weight 2.0 to 3.0 eV: 0.043590
continuum weight above 3.0 eV: 0.004429
wall 2.0 nm: level 1.499819 eV; weight 2.786620e-03; rho 121.2028 1/eV
  weight*rho 0.3377463 1/eV; analytic density 0.3377463 1/eV
wall 1.0 nm: level 1.501974 eV; weight 5.854143e-03; rho 57.4457 1/eV
  weight*rho 0.3362955 1/eV; analytic density 0.3362955 1/eV
worst relative density error 5.0e-07; spacing error 1.1e-04
mean energy: grid 0.9849750 eV; closed form 0.9849750 eV
second moment: grid 1.2566162 eV^2; quadrature 1.2566162 eV^2
rms energy spread 0.53520 eV
halved kinetic energy: norm-1 0.0e+00; mean 0.95373 eV
coarse step 0.01825 nm: norm 0.9894720; predicted 0.9894720
anharmonic initial bond, depth 3.5 eV: continuum 0.22704
continuum weight from n=1: 0.55488
thermal continuum weight at 400 K: 0.287157
field 5.0 MV/cm, unit charge: barrier top 1.0243 eV
  bound levels opened 4; their weight 0.07052
cage wall 0.34 nm: weight above D 0.29178
  spacing near 1.5 eV: cage 0.0645 eV; 2 nm box 0.0083 eV
lattice modes S=10, 0.05 eV, 400 K: rms width 0.2008 eV
```
